# Lifetime and amplitude of Shubnikov-de Haas oscillations in two dimensions: verification in Python

```python
# Result under test: the first harmonic of the 2D Shubnikov-de Haas resistivity,
#   amplitude / rho_0 = 4 exp(-pi/(omega_c tau_q)) X/sinh(X),
#   X = 2 pi^2 k_B T/(hbar omega_c),
# for omega_c tau_tr >> 1 and a small Dingle factor.
# tau_q : quantum lifetime, 1/tau_q = integral of W(theta)
# tau_tr: transport time, 1/tau_tr = integral of W(theta) (1 - cos theta)
# nu    : density of states divided by its zero-field value
# Disorder: Gaussian correlation V0^2 exp(-r^2/(2 d^2)).
# Dimensionless parts use hbar = m = omega_c = magnetic length = 1.
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal

pi = np.pi
angles = 2 * pi * np.arange(8000) / 8000


def angular_integrals(k_times_d):
    """Integrals of exp(-q^2 d^2/2) over angle, without and with 1 - cos."""
    weight = np.exp(-k_times_d**2 * (1 - np.cos(angles)))
    return (2 * pi * np.mean(weight),
            2 * pi * np.mean(weight * (1 - np.cos(angles))))


def self_consistent_dos(omega_tau, energies):
    """Solve Sigma = -tan(pi (E - Sigma))/(2 tau) and return nu(E)."""
    sigma = np.full(energies.shape, -0.5j / omega_tau)
    for _ in range(500):
        new = -np.tan(pi * (energies - sigma)) / (2 * omega_tau)
        change = np.max(np.abs(new - sigma))
        sigma = new
        if change < 1e-14:
            break
    assert change < 1e-11
    return -2 * omega_tau * sigma.imag


def cosine_harmonic(values, energies, s=1):
    return 2 * np.mean(values * np.cos(2 * pi * s * energies))


def thermal_average(values, energies, kT):
    """Average a function of period 1 with the weight -df/dE."""
    x = np.linspace(-40, 40, 1601)
    weight = 0.25 / np.cosh(x / 2)**2 * (x[1] - x[0])
    shifted = energies[:, None] + kT * x[None, :]
    return np.interp(shifted, energies, values, period=1.0) @ weight


# ---- 1. Explicit sum of Lorentzian levels against the harmonic series
test_tau = 0.9
half_width = 0.5 / test_tau
level_positions = np.arange(-40000, 40000) + 0.5
for energy in (0.0, 0.17, 0.5):
    direct = np.sum(half_width / pi
                    / ((energy - level_positions)**2 + half_width**2))
    s = np.arange(1, 30)
    series = 1 + 2 * np.sum((-1.0)**s * np.exp(-pi * s / test_tau)
                            * np.cos(2 * pi * s * energy))
    assert abs(direct - series) < 3e-5  # tail of the truncated level sum

# ---- 2. Harmonics of the self-consistent density of states
cycle = np.arange(512) / 512
test_tau = 0.8
damping = np.exp(-pi / test_tau)
nu_test = self_consistent_dos(test_tau, cycle)
first = cosine_harmonic(nu_test, cycle, 1)
second = cosine_harmonic(nu_test, cycle, 2)
second_formula = 2 * damping**2 * (1 - 2 * pi / test_tau)
assert abs(first / (-2 * damping) - 1) < 1e-7
assert abs(second / second_formula - 1) < 1e-6
print(f"self-consistent DOS at omega_c tau_q = {test_tau}:")
print(f"  first harmonic {first:.6f}, -2*Dingle factor {-2*damping:.6f}")
print(f"  second harmonic {second:.6f}, formula {second_formula:.6f}")

# ---- 3. Guiding-centre hopping with exact Landau-level matrix elements
center_energy = 60.0
wave_number = np.sqrt(2 * center_energy)  # also the cyclotron radius
n_levels, basis_size = 131, 500
positions, vectors = eigh_tridiagonal(
    np.zeros(basis_size), np.sqrt(np.arange(1, basis_size) / 2))
orbitals = vectors[:n_levels]
kd_values = (5.0, 3.0)
q_max = 5 * wave_number / min(kd_values)
nodes, node_weights = np.polynomial.legendre.leggauss(400)
q_nodes = 0.5 * q_max * (nodes + 1)
q_weights = 0.5 * q_max * node_weights
omega_tau_q = 1.0
strengths = [2 * pi / omega_tau_q / angular_integrals(kd)[0]
             for kd in kd_values]
rate_kernel = np.zeros((2, n_levels, n_levels))
hop_kernel = np.zeros((2, n_levels, n_levels))
for q, wq in zip(q_nodes, q_weights):
    real_part = (orbitals * np.cos(q * positions)) @ orbitals.T
    imag_part = (orbitals * np.sin(q * positions)) @ orbitals.T
    overlap = real_part**2 + imag_part**2
    for i, kd in enumerate(kd_values):
        d = kd / wave_number
        spectrum = strengths[i] * np.exp(-q**2 * d**2 / 2)
        common = wq * q * spectrum / (2 * pi)
        rate_kernel[i] += common * overlap
        hop_kernel[i] += common * q**2 * overlap

offsets = (np.arange(64) + 0.5) / 64 - 0.5
energies = center_energy + offsets
gamma = 0.5 / omega_tau_q
levels = np.arange(n_levels) + 0.5
spectral = gamma / pi / ((energies[:, None] - levels)**2 + gamma**2)
mean_spectral = spectral.mean(axis=0)
expected = 4 * np.exp(-pi / omega_tau_q)
print("Landau-level hopping sum, E = 60 hbar omega_c, omega_c tau_q = 1:")
print(f"  predicted relative amplitude at T=0: {expected:.4f}")
micro_amplitudes, time_ratios = [], []
for i, kd in enumerate(kd_values):
    plain, weighted = angular_integrals(kd)
    ratio = plain / weighted
    inverse_tau_tr = 1 / (omega_tau_q * ratio)
    # states at the two levels next to the chosen energy
    rate = 2 * pi * np.mean(rate_kernel[i][59:61] @ mean_spectral)
    # two spins, 1/(2 pi) states per area, golden-rule 2 pi, (Delta R)^2/4
    sigma_xx = 0.5 * np.einsum('en,nm,em->e', spectral, hop_kernel[i],
                               spectral)
    drude = wave_number**2 * inverse_tau_tr / (2 * pi)
    amplitude = -cosine_harmonic(sigma_xx, energies) / drude
    wrong = 4 * np.exp(-pi * inverse_tau_tr)
    # finite d/R_c and the finite number of levels leave a few per cent
    assert abs(rate * omega_tau_q - 1) < 0.04
    assert abs(sigma_xx.mean() / drude - 1) < 0.05
    assert abs(amplitude / expected - 1) < 0.06
    assert abs(amplitude / wrong - 1) > 0.5
    micro_amplitudes.append(amplitude)
    time_ratios.append(ratio)
    print(f"  k_F d = {kd:.0f}: tau_tr/tau_q = {ratio:.2f}, "
          f"R_c/d = {wave_number**2/kd:.0f}")
    print(f"    scattering rate * tau_q = {rate*omega_tau_q:.4f}")
    print(f"    mean sigma_xx / formula = {sigma_xx.mean()/drude:.4f}")
    print(f"    amplitude {amplitude:.4f}; with tau_tr it would be "
          f"{wrong:.3f}")
assert time_ratios[0] / time_ratios[1] > 2
assert abs(micro_amplitudes[0] / micro_amplitudes[1] - 1) < 0.05

# ---- 4. Worked example in laboratory units
mass = 0.07 * const.m_e
density = 3e15
tau_q = 1e-12
corr_length = 20e-9
field = 0.4
temperature = 0.5
hbar, charge, k_B = const.hbar, const.e, const.k
meV = 1e-3 * charge
k_F = np.sqrt(2 * pi * density)
v_F = hbar * k_F / mass
E_F = hbar**2 * k_F**2 / (2 * mass)
omega_c = charge * field / mass
R_c = v_F / omega_c
plain, weighted = angular_integrals(k_F * corr_length)
tau_tr = tau_q * plain / weighted
V0 = np.sqrt(hbar**3 / (tau_q * mass * corr_length**2 * plain))
rho_0 = mass / (density * charge**2 * tau_tr)

# half the variance of the phase gathered on one closed cyclotron orbit
orbit_integral = 2 * pi * np.mean(
    np.exp(-(R_c / corr_length)**2 * (1 - np.cos(angles))))
orbit_exponent = pi * (V0 / (hbar * omega_c))**2 * orbit_integral
dingle_exponent = pi / (omega_c * tau_q)
assert abs(orbit_exponent / dingle_exponent - 1) < 0.03  # order 1/(k_F d)^2

X = 2 * pi**2 * k_B * temperature / (hbar * omega_c)
thermal_factor = X / np.sinh(X)
kT_reduced = k_B * temperature / (hbar * omega_c)
cosine_average = thermal_average(np.cos(2 * pi * cycle), cycle, kT_reduced)
numeric_thermal = cosine_harmonic(cosine_average, cycle)
assert abs(numeric_thermal / thermal_factor - 1) < 1e-3

dingle = np.exp(-dingle_exponent)
formula_amplitude = 4 * dingle * thermal_factor
wrong_amplitude = 4 * np.exp(-pi / (omega_c * tau_tr)) * thermal_factor


def numerical_amplitude(B):
    """First harmonic of the thermal average of nu^2, and the value of X."""
    omega = charge * B / mass
    nu = self_consistent_dos(omega * tau_q, cycle)
    reduced = k_B * temperature / (hbar * omega)
    rho = thermal_average(nu**2, cycle, reduced)
    return -cosine_harmonic(rho, cycle), 2 * pi**2 * reduced, rho.mean()


full_amplitude, _, mean_rho = numerical_amplitude(field)
assert abs(full_amplitude / formula_amplitude - 1) < 0.03  # higher orders

# ---- 5. Fixed density instead of fixed chemical potential, at T = 0
fine = np.arange(4096) / 4096
nu_fine = self_consistent_dos(omega_c * tau_q, fine)
steps = 0.5 * (nu_fine[1:] + nu_fine[:-1]) / 4096
filling = np.concatenate(([0.0], np.cumsum(steps)))
fixed_density = -2 * np.mean(nu_fine**3 * np.cos(2 * pi * filling))
fixed_mu = -cosine_harmonic(nu_fine**2, fine)
# corrections of order Dingle factor squared times 2 pi/(omega_c tau_q)
assert abs(fixed_density / (4 * dingle) - 1) < 0.05

# ---- 6. Lifetime and prefactor recovered from calculated oscillations
fields = np.array([0.25, 0.3, 0.4])
reduced_logs = []
for B in fields:
    amp, X_B, _ = numerical_amplitude(B)
    reduced_logs.append(np.log(amp * np.sinh(X_B) / X_B))
slope, intercept = np.polyfit(1 / fields, reduced_logs, 1)
tau_recovered = -pi * mass / (charge * slope)
assert abs(tau_recovered / tau_q - 1) < 0.03
assert abs(np.exp(intercept) / 4 - 1) < 0.06

print("worked example, inputs:")
print(f"  m = {mass/const.m_e:.2f} m_e, n = {density:.1e} m^-2")
print(f"  tau_q = {tau_q*1e12:.2f} ps, d = {corr_length*1e9:.0f} nm")
print(f"  B = {field:.2f} T, T = {temperature:.2f} K")
print("worked example, derived values:")
print(f"  k_F = {k_F*1e-9:.4f} nm^-1, k_F d = {k_F*corr_length:.3f}")
print(f"  v_F = {v_F:.4e} m/s, v_F tau_q = {v_F*tau_q*1e9:.1f} nm")
print(f"  R_c = {R_c*1e9:.1f} nm, R_c/d = {R_c/corr_length:.2f}")
print(f"  E_F = {E_F/meV:.3f} meV, rms potential = {V0/meV:.3f} meV")
print(f"  hbar omega_c = {hbar*omega_c/meV:.4f} meV")
print(f"  E_F/(hbar omega_c) = {E_F/(hbar*omega_c):.3f}")
print(f"  tau_tr = {tau_tr*1e12:.3f} ps, tau_tr/tau_q = {tau_tr/tau_q:.3f}")
print(f"  omega_c tau_q = {omega_c*tau_q:.4f}")
print(f"  omega_c tau_tr = {omega_c*tau_tr:.3f}")
print(f"  (omega_c tau_tr)^-2 = {(omega_c*tau_tr)**-2:.5f}")
print(f"  pi/(omega_c tau_q) = {dingle_exponent:.4f}")
print(f"  half variance of orbit phase = {orbit_exponent:.4f}")
print(f"  Dingle factor = {dingle:.5f}")
print(f"  X = {X:.4f}, X/sinh X = {thermal_factor:.4f}")
print(f"  X/sinh X by quadrature = {numeric_thermal:.4f}")
print(f"  rho_0 = {rho_0:.3f} ohm")
print("worked example, results:")
print(f"  relative amplitude, formula = {formula_amplitude:.4f}")
print(f"  relative amplitude, full nu^2 = {full_amplitude:.4f}")
print(f"  mean of full nu^2 = {mean_rho:.4f}")
print(f"  resistivity amplitude = {formula_amplitude*rho_0:.3f} ohm")
print(f"  with tau_tr wrongly inserted = {wrong_amplitude:.3f}")
print(f"  T=0 amplitude: formula {4*dingle:.4f}, fixed mu {fixed_mu:.4f}")
print(f"  T=0 amplitude at fixed density = {fixed_density:.4f}")
print("recovery from calculated oscillations at 0.25, 0.30, 0.40 T:")
print(f"  slope = {slope:.4f} T, intercept = {intercept:.4f}")
print(f"  tau_q = {tau_recovered*1e12:.4f} ps, "
      f"prefactor = {np.exp(intercept):.3f}")
print("no test failed")
```

Printed output:

```
self-consistent DOS at omega_c tau_q = 0.8:
  first harmonic -0.039406, -2*Dingle factor -0.039406
  second harmonic -0.005321, formula -0.005321
Landau-level hopping sum, E = 60 hbar omega_c, omega_c tau_q = 1:
  predicted relative amplitude at T=0: 0.1729
  k_F d = 5: tau_tr/tau_q = 49.48, R_c/d = 24
    scattering rate * tau_q = 0.9836
    mean sigma_xx / formula = 1.0025
    amplitude 0.1731; with tau_tr it would be 3.754
  k_F d = 3: tau_tr/tau_q = 17.45, R_c/d = 40
    scattering rate * tau_q = 0.9900
    mean sigma_xx / formula = 1.0019
    amplitude 0.1730; with tau_tr it would be 3.341
worked example, inputs:
  m = 0.07 m_e, n = 3.0e+15 m^-2
  tau_q = 1.00 ps, d = 20 nm
  B = 0.40 T, T = 0.50 K
worked example, derived values:
  k_F = 0.1373 nm^-1, k_F d = 2.746
  v_F = 2.2706e+05 m/s, v_F tau_q = 227.1 nm
  R_c = 225.9 nm, R_c/d = 11.30
  E_F = 10.259 meV, rms potential = 1.388 meV
  hbar omega_c = 0.6615 meV
  E_F/(hbar omega_c) = 15.509
  tau_tr = 14.515 ps, tau_tr/tau_q = 14.515
  omega_c tau_q = 1.0050
  omega_c tau_tr = 14.588
  (omega_c tau_tr)^-2 = 0.00470
  pi/(omega_c tau_q) = 3.1258
  half variance of orbit phase = 3.0735
  Dingle factor = 0.04390
  X = 1.2857, X/sinh X = 0.7697
  X/sinh X by quadrature = 0.7697
  rho_0 = 57.045 ohm
worked example, results:
  relative amplitude, formula = 0.1352
  relative amplitude, full nu^2 = 0.1337
  mean of full nu^2 = 1.0041
  resistivity amplitude = 7.710 ohm
  with tau_tr wrongly inserted = 2.482
  T=0 amplitude: formula 0.1756, fixed mu 0.1737
  T=0 amplitude at fixed density = 0.1688
recovery from calculated oscillations at 0.25, 0.30, 0.40 T:
  slope = -1.2430 T, intercept = 1.3579
  tau_q = 1.0059 ps, prefactor = 3.888
no test failed
```
